# Instability threshold of two degenerate damped vibrations with antisymmetric coupling

## The threshold and its proof

A force calculation for an atomic contact carrying current can return a force-constant matrix that is not symmetric. A decision follows: should the two off-diagonal elements be replaced by their average, or should their difference be kept? At equilibrium the forces derive from a potential, so a difference is numerical error and averaging is right. Under current that argument is no longer available. If the difference is real, averaging removes the term that can make the contact unstable. The theorem below says how large the term must be, compared with friction, before it does so.

**Setting and conventions.** Let $x_1$ and $x_2$ be small displacements from a steady position, along two vibrational coordinates scaled to unit mass. A dot denotes a time derivative. Write the position-dependent force as $F_i=-\sum_j K_{ij}x_j$. The off-diagonal elements split into a symmetric and an antisymmetric part,

$$c=\frac{K_{12}+K_{21}}2,\qquad a=\frac{K_{12}-K_{21}}2 .$$

Thus $K_{12}=c+a$ and $K_{21}=c-a$. In this half $c=0$ and the diagonal elements are equal, $K_{11}=K_{22}=\omega^2$ with $\omega>0$. This is what degenerate means here: the two undamped, uncoupled frequencies coincide. The antisymmetric part gives the forces $-K_{12}x_2=-ax_2$ on the first coordinate and $-K_{21}x_1=+ax_1$ on the second.

Each coordinate also feels a friction force $-\eta\dot x_i$, with $\eta>0$. The equations of motion are

$$\ddot x_1+\eta\dot x_1+\omega^2x_1=-ax_2,$$
$$\ddot x_2+\eta\dot x_2+\omega^2x_2=+ax_1. \tag{1}$$

With unit mass, $\eta$ is a rate, and $a$ has the dimension of a squared rate. For two coordinates with the same real mass $m$, a physical coupling $A$ (force per length) gives $a=A/m$, and a physical friction coefficient divided by $m$ gives $\eta$.

The model assumes that $a$, $\eta$ and $\omega$ are constant during the motion, and that the electrons respond fast enough for the force to depend on the present position and velocity. That the current produces a nonzero $a$ is a premise; its size has to come from an electronic calculation.

**Theorem.** Under these assumptions the rest position is asymptotically stable if and only if

$$|a|<\eta\omega. \tag{2}$$

At $|a|=\eta\omega$ there is an undamped circular motion of angular frequency $\omega$. For $|a|>\eta\omega$ there is a motion whose amplitude grows exponentially.

Asymptotically stable means that every small disturbance dies away. Before the proof, a lemma shows why such a force can supply energy at all.

**Lemma 1 (work around a loop).** When the coordinates trace a closed counterclockwise loop enclosing area $S$, the antisymmetric force does work $2aS$.

*Proof.* The work is the line integral

$$W=\oint(F_1\,dx_1+F_2\,dx_2)=\oint(-ax_2\,dx_1+ax_1\,dx_2).$$

Green's theorem turns it into an integral over the enclosed area:

$$W=\iint\left(\frac{\partial F_2}{\partial x_1}-\frac{\partial F_1}{\partial x_2}\right)dx_1dx_2
=\iint\,[a-(-a)]\,dx_1dx_2=2aS.\qquad\square$$

A force with a potential does no work around a closed loop, so for $a\ne0$ this force has no potential. For $a>0$ a counterclockwise orbit gains energy and a clockwise one loses it. Motion back and forth along a line encloses no area and gains nothing. An unstable motion therefore needs both coordinates, out of phase with each other.

**Remark (a symmetry that forbids the coupling).** Suppose that a mirror operation reverses $x_2$ but leaves $x_1$, the conductor and its current unchanged. Then $F_1(x_1,x_2)=F_1(x_1,-x_2)$, so $\partial F_1/\partial x_2=0$ at $x_2=0$. The same mirror reverses $F_2$, so $F_2(x_1,0)=0$ and $\partial F_2/\partial x_1=0$. Both off-diagonal elements vanish, and with them $a$. The two transverse vibrations of a straight wire with a threefold or higher rotation axis and a mirror plane containing that axis are an example: the rotation makes their frequencies equal, but the mirror forbids the coupling between them. A nonzero $a$ requires modes or a geometry without such a mirror.

**Lemma 2 (one complex equation).** With $z=x_1+ix_2$, the pair (1) is equivalent to

$$\ddot z+\eta\dot z+(\omega^2-ia)z=0. \tag{3}$$

*Proof.* Add $i$ times the second equation of (1) to the first. The left side becomes $\ddot z+\eta\dot z+\omega^2z$. The right side is

$$-ax_2+iax_1=ia(x_1+ix_2)=iaz,$$

because $i\cdot i\,x_2=-x_2$. Moving $iaz$ to the left gives (3). The real and imaginary parts of (3) return the two original equations. $\square$

The four real initial values, two positions and two velocities, are contained in the two complex numbers $z(0)$ and $\dot z(0)$. Solving (3) for arbitrary complex initial values therefore covers every motion of the pair. A factor $e^{i\nu t}$ in $z$ describes counterclockwise rotation if $\nu>0$ and clockwise rotation if $\nu<0$.

**Proof of the theorem.** Insert $z=e^{st}$ in (3):

$$s^2+\eta s+\omega^2-ia=0.$$

Completing the square gives

$$\left(s+\frac\eta2\right)^2=D+ia,\qquad D=\frac{\eta^2}4-\omega^2. \tag{4}$$

Take first $a\ne0$. Let $p+iq$ be a square root of $D+ia$, with real $p$ and $q$. Since

$$(p+iq)^2=p^2-q^2+2ipq,$$

comparison of real and imaginary parts gives

$$p^2-q^2=D,\qquad 2pq=a. \tag{5}$$

The second relation shows that $p\ne0$. The two square roots differ by an overall sign, so we may choose the one with $p>0$. The two solutions for $s$ are then

$$s_1=-\frac\eta2+p+iq,\qquad s_2=-\frac\eta2-p-iq. \tag{6}$$

They are different, so every solution is a combination of $e^{s_1t}$ and $e^{s_2t}$. The second decays. The first decays if $p<\eta/2$, keeps its amplitude if $p=\eta/2$ and grows if $p>\eta/2$.

It remains to compare $p$ with $\eta/2$. Put $q=a/(2p)$ into the first relation of (5):

$$p^2-\frac{a^2}{4p^2}=D. \tag{7}$$

Define $g(u)=u-a^2/(4u)$ for $u>0$. Its derivative, $1+a^2/(4u^2)$, is positive, so $g$ is strictly increasing. Equation (7) says $g(p^2)=D$. Therefore $p>\eta/2$ holds if and only if

$$D>g\!\left(\frac{\eta^2}4\right)=\frac{\eta^2}4-\frac{a^2}{\eta^2}.$$

Insert $D=\eta^2/4-\omega^2$ and cancel $\eta^2/4$. The condition becomes $-\omega^2>-a^2/\eta^2$, which is $a^2>\eta^2\omega^2$. With the inequality reversed, or replaced by an equality, the same steps give the other two cases.

For $a=0$ the solutions are $s=-\eta/2\pm\sqrt{\eta^2/4-\omega^2}$. If $\eta<2\omega$, the square root is imaginary and both real parts are $-\eta/2$. If $\eta>2\omega$, the square root is real and smaller than $\eta/2$, so both solutions are negative. If $\eta=2\omega$, the two coincide and the motions are $e^{-\eta t/2}$ and $te^{-\eta t/2}$, which both decay. This completes the proof of (2).

At the threshold $p=\eta/2$, and (5) gives $q=a/(2p)=a/\eta$. For $a=\eta\omega$ this is $q=\omega$, so (6) becomes

$$s_1=i\omega,\qquad s_2=-\eta-i\omega.$$

The first is a counterclockwise circle traversed at angular frequency $\omega$. For $a=-\eta\omega$ the rotation is clockwise. $\square$

**Remark (which orbit survives).** At $a=\eta\omega$ write $z=c_1e^{i\omega t}+c_2e^{-(\eta+i\omega)t}$. The initial values are

$$z(0)=c_1+c_2,\qquad \dot z(0)=i\omega c_1-(\eta+i\omega)c_2.$$

Multiply the first by $\eta+i\omega$ and add the second. The terms in $c_2$ cancel, leaving

$$c_1=\frac{\dot z(0)+(\eta+i\omega)z(0)}{\eta+2i\omega}.$$

The radius of the surviving circle is $|c_1|$. It is set by the initial disturbance. The linear equations select no preferred amplitude.

**Remark (energy balance).** On a circle of radius $R$, Lemma 1 gives a gain of $2a\pi R^2$ per turn. The speed is $\omega R$, so the friction force has magnitude $\eta\omega R$ and acts against the motion over a path of length $2\pi R$. The loss is $2\pi\eta\omega R^2$. Equating the two,

$$2\pi aR^2=2\pi\eta\omega R^2\quad\Longrightarrow\quad a=\eta\omega.$$

The radius cancels because gain and loss are both quadratic in amplitude. This balance explains the threshold physically. By itself it does not exclude an earlier instability through some other motion; the proof above does.

**Corollary (growth rate).** Let $\sigma=p-\eta/2$ be the larger of the two real parts. Multiplying (7) by $p^2$ gives the quadratic equation $(p^2)^2-Dp^2-a^2/4=0$, whose nonnegative solution yields

$$\sigma=-\frac\eta2+\sqrt{\frac{D+\sqrt{D^2+a^2}}2}. \tag{8}$$

For weak damping and coupling, $\eta\ll\omega$ and $|a|\ll\omega^2$, equation (5) gives $|q|\simeq\omega$ and $p\simeq|a|/(2\omega)$. To leading order,

$$\sigma\simeq\frac12\left(\frac{|a|}\omega-\eta\right). \tag{9}$$

The opposite rotation has real part $-\eta/2-p$: the coupling that feeds one sense of rotation damps the other by the same amount.

The slope at the threshold can be found for any damping. Differentiating (7) at fixed $D$ gives

$$\left(2p+\frac{a^2}{2p^3}\right)dp=\frac{a}{2p^2}\,da.$$

At $p=\eta/2$ and $a=\eta\omega$, the bracket is $\eta+4\omega^2/\eta$ and the factor on the right is $2\omega/\eta$. Hence

$$\frac{d\sigma}{da}=\frac{2\omega}{\eta^2+4\omega^2}.$$

For $\eta\ll\omega$ this tends to $1/(2\omega)$, in agreement with (9). For $\eta\gg\omega$ it tends to $2\omega/\eta^2$. Since the threshold itself grows with $\eta$, it is useful to measure the coupling by the ratio $a/(\eta\omega)$. The slope with respect to that ratio is $2\eta\omega^2/(\eta^2+4\omega^2)$, which is small for both weak and very strong damping and largest at $\eta=2\omega$.

**Remark (limits and a factor of two).** As $\eta\to0$ the threshold goes to zero: without friction any nonzero $a$ is destabilizing in this degenerate model. Increasing $\omega$ at fixed $\eta$ raises the threshold, because the same circle is then traversed faster and loses more energy per turn.

The symbol $\eta$ multiplies velocity in the force. Below critical damping, the amplitude of a free, uncoupled vibration decays as $e^{-\eta t/2}$. If a calculation reports this amplitude decay rate $\gamma$, then $\eta=2\gamma$ and the threshold is $2\gamma\omega$. If it reports the decay rate of the energy averaged over a period, that rate is $\eta$ for weak damping. The frequency in (2) is the undamped $\omega$, even when the damping is strong.

## Imperfect degeneracy, noise and a numerical case

The symbols carried over are the unit-mass displacements $x_1,x_2$, the friction rate $\eta$, the undamped angular frequency $\omega$ and the antisymmetric coupling $a$, which exerts forces $-ax_2$ and $+ax_1$. For equal frequencies and frictions the threshold is $|a|=\eta\omega$, and the growth rate for weak damping and coupling is $(|a|/\omega-\eta)/2$. A counterclockwise loop of area $S$ gains energy $2aS$. The complex coordinate is $z=x_1+ix_2$. For real mass $m$, the physical coupling is $A=ma$.

**Proposition 1 (unequal frequencies).** Let the squared frequencies be $\omega^2+\delta$ and $\omega^2-\delta$, both positive, with equal friction. The system is stable if and only if

$$|a|<a_c=\sqrt{\eta^2\omega^2+\delta^2}. \tag{10}$$

*Proof.* For motion proportional to $e^{st}$, set $P=s^2+\eta s+\omega^2$. The equations become

$$(P+\delta)x_1=-ax_2,\qquad(P-\delta)x_2=ax_1.$$

A nonzero solution requires $(P+\delta)(P-\delta)+a^2=0$, or

$$P^2=\delta^2-a^2.$$

If $|a|\le|\delta|$, then $P=\pm r$ with $r=\sqrt{\delta^2-a^2}\le|\delta|<\omega^2$. Thus $s^2+\eta s+(\omega^2\mp r)=0$, the equation of an ordinary damped oscillator with positive stiffness. Its solutions decay. At $r=0$ roots coincide, but the extra powers of time are still multiplied by decaying exponentials.

If $|a|>|\delta|$, then $P=\pm i\sqrt{a^2-\delta^2}$. This is the degenerate problem with $|a|$ replaced by $\sqrt{a^2-\delta^2}$. Its stability condition is $\sqrt{a^2-\delta^2}<\eta\omega$, and squaring gives (10). $\square$

The shape of the orbit explains the increase. Take $a>0$. At threshold $s=i\omega$, so $P=i\eta\omega$ and

$$\frac{x_2}{x_1}=-\frac{\delta+i\eta\omega}{a_c}.$$

The modulus is one, so both coordinates have the same amplitude $R$, but their phase difference is no longer a quarter turn. The enclosed area is $\pi R^2$ times the magnitude of the imaginary part, $\pi R^2\eta\omega/a_c$. The loop is thinner than a circle, and a larger coupling is needed to supply the same loss, $2\pi\eta\omega R^2$.

A symmetric coupling $c$ acts as a splitting. Rotating the axes diagonalizes the symmetric matrix with diagonal elements $\omega^2\pm\delta$ and off-diagonal element $c$; its eigenvalues are $\omega^2\pm\sqrt{\delta^2+c^2}$. The antisymmetric matrix is unchanged, because it is a multiple of the generator of plane rotations and commutes with them. Equal friction is unchanged too. So $\delta^2$ in (10) becomes $\delta^2+c^2$, provided both eigenvalues are positive.

**Proposition 2 (unequal frictions).** For equal frequencies and positive friction rates $\eta_1,\eta_2$, the threshold is

$$a_c=\omega\sqrt{\eta_1\eta_2}. \tag{11}$$

*Proof.* The characteristic equation is

$$f(s)+a^2=0,\qquad f(s)=(s^2+\eta_1s+\omega^2)(s^2+\eta_2s+\omega^2).$$

At $a=0$ all roots have negative real parts. Roots move continuously with $a^2$, so instability must begin with a root $s=i\nu$, $\nu$ real. With $d=\omega^2-\nu^2$, the equation there is

$$(d+i\eta_1\nu)(d+i\eta_2\nu)+a^2=0.$$

Its imaginary part is $d\nu(\eta_1+\eta_2)=0$. The choice $\nu=0$ would need $\omega^4+a^2=0$, which is impossible. Thus $d=0$ and $\nu=\pm\omega$. The real part then gives $a^2=\eta_1\eta_2\omega^2$.

To find the direction of crossing, differentiate the characteristic equation: $f'(s)\,ds+d(a^2)=0$. At $s=i\omega$,

$$f'=(2i\omega+\eta_1)i\eta_2\omega+i\eta_1\omega(2i\omega+\eta_2)$$
$$=-2\omega^2(\eta_1+\eta_2)+2i\eta_1\eta_2\omega.$$

The real part of $ds/d(a^2)=-1/f'$ is $2\omega^2(\eta_1+\eta_2)/|f'|^2>0$. The root enters the unstable side, and its complex conjugate does the same. There is no other crossing by which they could return. $\square$

At fixed mean friction, unequal values lower this threshold, since a geometric mean does not exceed the arithmetic mean.

**Proposition 3 (velocity coupling).** Current may also produce forces $-b\dot x_2$ on the first coordinate and $+b\dot x_1$ on the second. They do no work, because their power is $-b\dot x_2\dot x_1+b\dot x_1\dot x_2=0$. For equal frequencies and frictions and $a>0$, they change the threshold to

$$a_c=\eta\left(\frac b2+\sqrt{\omega^2+\frac{b^2}4}\right). \tag{12}$$

*Proof.* The extra force in the complex equation is $ib\dot z$, so

$$s^2+(\eta-ib)s+\omega^2-ia=0.$$

For $s=i\nu$ the real and imaginary parts give

$$\nu^2-b\nu-\omega^2=0,\qquad a=\eta\nu.$$

Since $a>0$, the positive solution for $\nu$ is needed, which gives (12). At $a=0$ a crossing would require $\nu=0$, in conflict with the first equation. Changing $b$ from zero therefore leaves the uncoupled system stable. Differentiating with respect to $a$ at the crossing gives

$$\operatorname{Re}\frac{ds}{da}=\operatorname{Re}\frac{i}{\eta+i(2\nu-b)}=\frac{2\nu-b}{\eta^2+(2\nu-b)^2}.$$

This is positive because $2\nu-b=2\sqrt{\omega^2+b^2/4}$. The root crosses to the unstable side and has no later crossing for $a>0$. $\square$

**Proposition 4 (thermal motion below threshold).** Let independent random forces with the equilibrium white-noise strength at temperature $T$ act on the two degenerate coordinates. For $|a|<\eta\omega$ each coordinate has the stationary variance

$$\langle x_i^2\rangle=\frac{k_BT}{m\omega^2}\,\frac1{1-a^2/(\eta^2\omega^2)}. \tag{13}$$

Here $x_i$ is an actual length, and all forces have been divided by $m$.

*Proof.* In a time $dt$ the noise adds $2\eta k_BT\,dt/m$ to the variance of each velocity. This strength gives $\langle\dot x_i^2\rangle=k_BT/m$ when $a=0$. Define the averages

$$X=\langle x_1^2+x_2^2\rangle,\quad C=\langle x_1\dot x_1+x_2\dot x_2\rangle,$$
$$Y=\langle\dot x_1^2+\dot x_2^2\rangle,\quad L=\langle x_1\dot x_2-x_2\dot x_1\rangle.$$

The equations of motion give

$$\dot X=2C,\qquad \dot C=Y-\eta C-\omega^2X,\qquad \dot L=-\eta L+aX,$$
$$\dot Y=-2\eta Y-2\omega^2C+2aL+\frac{4\eta k_BT}m.$$

The coupling drops out of $\dot C$ because $-ax_1x_2+ax_2x_1=0$. In the stationary state $C=0$, $Y=\omega^2X$ and $L=aX/\eta$. The last equation becomes

$$2\eta\omega^2X-\frac{2a^2}\eta X=\frac{4\eta k_BT}m.$$

Division by $2\eta$ gives $X(\omega^2-a^2/\eta^2)=2k_BT/m$. Equations and noise are unchanged by rotation of the axes, so each coordinate has variance $X/2$, which is (13). $\square$

Additive noise leaves the threshold of the linear equations unchanged, because the mean displacement obeys the equations without noise. It does make the fluctuations diverge at the threshold, and the linear model must fail before that happens.

**Example: parameters in the regime of a gold atomic wire.** Take $m=197$ u, a vibrational quantum $\hbar\omega=15$ meV and $\eta=0.50$ ps$^{-1}$. Let the coupling be proportional to bias $V$, $A=gV$ with $g=20$ eV/nm$^2$ per volt. These are rough model inputs. Dividing 15 meV by $\hbar$ gives $\omega=22.79$ rad/ps, and therefore

$$a_c=\eta\omega=0.50\times22.79=11.39\ \text{ps}^{-2}.$$

Multiplication by the mass gives $A_c=3.73$ N/m, or 23.3 eV/nm$^2$. The threshold bias is

$$V_c=\frac{A_c}{g}=\frac{23.3}{20}\simeq1.16\ \text{V}.$$

On a threshold orbit of radius 10 pm, the energy gained per turn is $2\pi A_cR^2=2\pi(23.26)(0.010)^2$ eV, or 14.6 meV. Friction removes the same amount.

At 1.0 V the ratio $a/a_c$ is 0.860, and the slowest-decaying amplitude changes at the rate $-0.035$ ps$^{-1}$. At 1.4 V the ratio is 1.204 and the rate is $+0.051$ ps$^{-1}$. Tenfold growth then takes $\ln10/\sigma\simeq45$ ps, more than 160 vibration periods of 0.276 ps. A simulation lasting a few picoseconds could miss this instability.

The result is sensitive to frequency splitting. If the frequencies are $\omega\pm\Delta/2$, half the difference of their squares is $\omega\Delta$. For $\Delta\ll\omega$, (10) gives

$$V_c(\Delta)\simeq V_c(0)\sqrt{1+(\Delta/\eta)^2}.$$

The splitting must be compared with the friction rate, not with the much larger frequency. Here $\hbar\eta$ is about 0.33 meV. With the other inputs fixed, a splitting of 0.2 meV raises the threshold to 1.36 V, and one of 1.0 meV raises it to 3.72 V. The latter is only 7% of the vibrational quantum, yet it more than triples the required bias.

Now keep the two frequencies equal and change the other inputs. Frictions of 0.25 and 0.75 ps$^{-1}$, with the same mean as before, lower the threshold to 1.01 V. A stronger imbalance matters more: by (11), frictions of 0.10 and 0.90 ps$^{-1}$ give 0.70 V. A velocity coupling $b=-0.50$ or $+0.50$ ps$^{-1}$ moves it to 1.15 or 1.18 V, a change of about 1%.

With split frequencies the velocity coupling matters much more. Near $s=i\omega$ a velocity is $i\omega$ times a displacement, so $a$ is replaced by $a+ib\omega$ and the characteristic equation becomes $P^2=\delta^2-(a+ib\omega)^2$. At threshold $P\simeq d+i\eta\omega$ with $d$ real. The imaginary part gives $d=-ab/\eta$, and the real part then gives

$$a_c^2\simeq\eta^2\omega^2+\frac{\delta^2}{1+b^2/\eta^2}.$$

The velocity coupling thus weakens the protection given by the splitting. For a splitting of 1.0 meV and $|b|=\eta$, this estimate lowers the threshold from 3.72 V to about 2.76 V; the exact value differs from it by about half a percent, in a direction set by the sign of $b$.

At 300 K the thermal root-mean-square displacement per coordinate is 4.9 pm without coupling. At 90% of the threshold, (13) multiplies it by $1/\sqrt{1-0.9^2}$, giving 11.3 pm. Quantum statistics change the uncoupled variance little. A weakly damped oscillator has mean energy $(\hbar\omega/2)\coth(\hbar\omega/2k_BT)$, half of it potential energy. The ratio of its variance to the classical value is therefore $y\coth y$, with $y=\hbar\omega/(2k_BT)$; here it is 1.03.

Anharmonicity also limits the linear model. As a rough gauge, take a Morse bond with energy $U_0(1-e^{-\kappa x})^2$ and $\kappa=15$ nm$^{-1}$. Its force is

$$-2U_0\kappa(e^{-\kappa x}-e^{-2\kappa x})=-2U_0\kappa^2x\left(1-\tfrac32\kappa x+\cdots\right).$$

The leading correction relative to the harmonic force is $\frac32\kappa x$ in magnitude: 0.11 at the uncoupled thermal displacement and 0.25 at 90% of threshold. These ratios estimate the force error at those displacements to leading order. They are not shifts of the threshold, but they show that the harmonic description is already strained near it.

Electronic delay can be gauged with a level width $\Gamma=1$ eV and a delay $\tau=\hbar/\Gamma$. The vibration advances in phase by $\omega\tau=0.015$ during this time. Delaying the force $-ax_2$ gives $-ax_2+a\tau\dot x_2$ to first order, equivalent to $b=-a\tau$. To this order (12) gives a relative shift of about $-\eta\tau/2$, or $-0.016\%$. Terms of order $(\omega\tau)^2$, about 0.02%, are as large here, so this estimate does not fix the sign of the shift. For equal frequencies its size stays well below 0.1%; for a splitting of 1.0 meV it is about 0.1%, because $b=-a\tau$ also weakens the protection given by the splitting. This estimate treats delay in the antisymmetric force; the friction caused by delay in other electronic forces belongs in $\eta$.

**Comparison with real contacts.** Vibrational quanta of order 10 meV and biases of order 1 V are reasonable scales for gold atomic contacts. The chosen friction and coupling slope are much less certain, and both depend on geometry and electronic structure. At fixed $\omega$ and $\eta$, halving $g$ doubles the predicted threshold. Exact degeneracy is a special assumption: when no symmetry enforces it, the two frequencies will in general differ, and a splitting of 1 meV is enough to move this example from 1.16 to 3.72 V. At the higher value, constant friction and a coupling linear in bias are doubtful extrapolations. Heating is a further concern, since the electron energy supplied by 1.16 V is 45 times $k_BT$ at 300 K. Current-induced noise may therefore exceed the equilibrium noise used in (13), and the contact may rearrange or break before the linear threshold is reached.

For a calculated contact, the antisymmetric part should be kept if it exceeds the numerical error of the force constants. For a nearly degenerate pair with equal friction and a velocity coupling much smaller than the friction, $|b|\ll\eta$, it is then compared with $\sqrt{\eta^2\omega^2+\delta^2+c^2}$. Two conditions are hidden in this rule. Equal friction means a friction matrix proportional to the identity: a symmetric off-diagonal element $\beta$ gives principal frictions $\eta\pm\beta$, and for a degenerate pair (11) then lowers the threshold to $\omega\sqrt{\eta^2-\beta^2}$. The pair must also be isolated, with no third coupled mode within a few friction rates in frequency. For three degenerate modes the antisymmetric matrix has eigenvalues $0$ and $\pm i\sqrt{a_{12}^2+a_{13}^2+a_{23}^2}$, and this root takes the place of $|a|$, so the system can be unstable although every pair taken alone is below its threshold. If $b$ is comparable with $\eta$, this expression can overestimate the threshold of a split pair, by about a third in the 1.0 meV example at $|b|=\eta$, and the eigenvalues of the full equations of motion should be used instead. If frequency, friction or splitting changes with bias, all of them must be evaluated at the same bias, and the threshold is where the two sides become equal. Above it, the linear theory gives the initial growth rate. The final amplitude, and whether the contact survives, depend on forces beyond this model.
